Low-temperature energy and free energy of Fermi-Dirac electrons, with a tight-binding chain

**Problem**

Independent electrons have a continuous density of states g(ε) per site, spin included, which vanishes below a band bottom. Write τ = k_B T, measure entropy in units of k_B, and let

f(x) = 1/(e^x + 1), x = (ε − μ)/τ,
n = ∫ g f dε, E = ∫ ε g f dε, S = ∫ g s dε, F = E − τS,
s = −f ln f − (1 − f) ln(1 − f).

The electron number n per site is held fixed as τ changes. Its τ = 0 chemical potential is the Fermi level ε_F and its τ = 0 energy is E₀. Assume that g is smooth and nonzero near ε_F and that τ is small compared with the distance from ε_F to the nearest band edge.

(a) Derive the low-temperature (Sommerfeld) expansion of ∫ H(ε) f dε through order τ⁴.

(b) Find μ, E, S and F to the first order in τ at which each changes, and state what this implies for (E + F)/2.

(c) Find the first nonvanishing term of (E + F)/2 − E₀.

(d) Evaluate these results for a chain with one orbital per site and nearest-neighbour hopping t. Compare with direct numerical evaluation for t = 1 eV, n = 1/2 and τ = 0.05 eV, and for τ between 0.025 and 0.2 eV.

(e) Decide whether the result of (b) survives in a self-consistent Mermin-Kohn-Sham calculation whose interaction functional has no explicit temperature dependence. Illustrate with a chain of alternating site energies ±Δ and interaction energy (U/4)(n_A² + n_B²) per two-site cell, for Δ = 0.5 eV, U = 2 eV, n = 1/2.

(f) Find (E + F)/2 − E₀ when μ is held at ε_F instead of n being fixed, and for a ring of 8 sites with 4 electrons.

**Solution**

**(a) The Sommerfeld expansion**

Let K(ε) = ∫^ε H(ε′) dε′, taken from the band bottom. Integrate by parts. The boundary term K f vanishes at the lower end because K = 0 there, and at the upper end because f decays exponentially while K grows at most as a power. With ∂f/∂ε = (1/τ) df/dx and dε = τ dx,

∫ H f dε = ∫ K(μ + τx) w(x) dx, w = −df/dx = e^x/(e^x + 1)².

Multiplying the numerator and denominator of w by e^(−2x) gives e^(−x)/(1 + e^(−x))², so w is even. Also ∫ w dx = f(−∞) − f(∞) = 1. Expand K about μ. Odd powers of x integrate to zero against an even kernel, and K′ = H, so

∫ H f dε = K(μ) + (τ²/2) M₂ H′(μ) + (τ⁴/24) M₄ H‴(μ) + O(τ⁶), M_p = ∫ x^p w dx.

Taylor's formula with remainder applies to K only where g is smooth, say within a distance W of μ, and W cannot exceed the distance to the nearest band edge. Since w < e^(−|x|), the region farther away contributes an amount of order e^(−W/τ), which for τ → 0 is smaller than any power of τ. The expansion is therefore asymptotic: each truncation is correct to the stated order as τ → 0, and no convergence at fixed τ is implied.

For even p, use the evenness of w and integrate by parts on the half line, where x^p f vanishes at both ends:

M_p = 2∫₀^∞ x^p w dx = 2p ∫₀^∞ x^(p−1) f dx.

For x > 0 the geometric series gives f = Σ_{m≥1} (−1)^(m+1) e^(−mx). The remainder after N terms is below e^(−(N+1)x) in size, and its integral against x^(p−1) goes to zero as N grows, so the sum may be integrated term by term. With ∫₀^∞ x^(p−1) e^(−mx) dx = (p−1)!/m^p,

M_p = 2 p! η(p), η(p) = Σ (−1)^(m+1)/m^p.

Both sums follow from the Fourier series of y² on (−π, π). The constant term is the mean of y², which is π²/3. The cosine coefficients need two integrations by parts:

(1/π)∫ y² cos my dy = −(2/(πm))∫ y sin my dy = −(2/(πm))·(−2π(−1)^m/m) = 4(−1)^m/m².

Setting y = 0 in y² = π²/3 + 4Σ(−1)^m cos(my)/m² gives 0 = π²/3 − 4η(2), so η(2) = π²/12. Parseval's relation equates the mean of y⁴, which is π⁴/5, with π⁴/9 + (1/2)Σ16/m⁴. Thus 8Σ1/m⁴ = 4π⁴/45 and Σ1/m⁴ = π⁴/90. The alternating sum is the full sum minus twice the even terms, which add up to 1/16 of the full sum, so η(4) = (1 − 1/8)π⁴/90 = 7π⁴/720. Hence

M₂ = 4η(2) = π²/3 = 3.289868, M₄ = 48η(4) = 7π⁴/15 = 45.45758,

∫ H f dε = ∫^μ H dε + aτ² H′(μ) + bτ⁴ H‴(μ) + O(τ⁶),   (1)

a = M₂/2 = π²/6 = 1.644934, b = M₄/24 = 7π⁴/360 = 1.894066.

**(b) The τ² terms**

From here on g, g′, g″ without an argument are taken at ε_F, and δ = μ − ε_F. Let N(ε) = ∫^ε g be the number of states below ε, so that n = N(ε_F). Equation (1) with H = g reads

n = N(μ) + aτ² g′(μ) + O(τ⁴) = n + gδ + aτ² g′ + O(δ², τ²δ, τ⁴).

Because g ≠ 0 this can be solved for δ, which is of order τ², so that all the neglected terms are O(τ⁴):

δ = −aτ² g′/g + O(τ⁴).   (2)

If g rises with energy, smearing at fixed μ adds more electrons above μ than it removes below, and μ must fall to restore n.

For the energy take H = εg, with H′ = g + εg′. The integral up to μ is E₀ plus the strip from ε_F to μ, which is ε_F gδ + O(δ²):

E = E₀ + ε_F gδ + aτ²(g + ε_F g′) + O(τ⁴).

By (2), ε_F gδ = −aτ² ε_F g′, which cancels the last term. Therefore

E = E₀ + a g τ² + O(τ⁴).   (3)

For the entropy, differentiate s with respect to f. The constant terms −1 and +1 cancel, leaving ds/df = ln[(1 − f)/f]. Since 1 − f = e^x/(e^x + 1), the ratio is e^x, so ds/df = x and ds/dx = −x w. The function s is even in x, because x → −x exchanges f and 1 − f, and it decays like |x|e^(−|x|). Then

S = τ∫ g(μ + τx) s dx = τ g(μ) ∫ s dx + O(τ³),
∫ s dx = −∫ x (ds/dx) dx = ∫ x² w dx = π²/3 = 2a.

The term with g′(μ) vanishes by evenness, and g(μ) − g = O(τ²), so

S = 2a g τ + O(τ³),   (4)
F = E − τS = E₀ + a g τ² − 2a g τ² = E₀ − a g τ² + O(τ⁴).   (5)

Equations (3) and (5) have equal and opposite τ² terms, so (E + F)/2 = E₀ + O(τ⁴). In physical terms, the electrons within about τ of ε_F, a number proportional to gτ, are each lifted by an energy proportional to τ, which raises E by a term proportional to gτ². The entropy term τS is twice that rise at this order, and F ends as far below E₀ as E is above it. A calculation done at a small τ thus yields an estimate of E₀ whose error is two powers of τ higher than that of E or F.

The factor of two has a thermodynamic origin. Define the grand potential Ω(μ, τ) = −τ∫ g ln(1 + e^(−x)) dε. From 1 − f = 1/(1 + e^(−x)) and f = e^(−x)/(1 + e^(−x)) one has −ln(1 − f) = ln(1 + e^(−x)) and −ln f = x + ln(1 + e^(−x)), so

s = x f + ln(1 + e^(−x)).

Multiplying by τg and integrating gives τS = E − μn − Ω, that is F = Ω + μn. Next, d ln(1 + e^(−x))/dx = −f, ∂x/∂μ = −1/τ and ∂x/∂τ = −x/τ, so

∂Ω/∂μ = −∫ g f dε = −n, ∂Ω/∂τ = −∫ g [ln(1 + e^(−x)) + x f] dε = −S.

At fixed n, dF/dτ = ∂Ω/∂τ + (∂Ω/∂μ + n) dμ/dτ, and the bracket is zero:

dF/dτ = −S, E = F − τ dF/dτ.   (6)

A term cτ^p in F therefore appears as (1 − p)cτ^p in E and as (1 − p/2)cτ^p in (E + F)/2. The last factor is zero for p = 2 and for no other power. Applying this to an asymptotic series is legitimate here: S has its own expansion in powers of τ, such an expansion may be integrated term by term from τ = 0, and by (6) the result must be the expansion of E₀ − F.

**(c) The τ⁴ term**

The ε-derivative of −τ ln(1 + e^(−x)) is f. Integrating Ω by parts, with N = 0 at the band bottom and the logarithm vanishing at high energy, gives Ω = −∫ N f dε. Use (1) with H = N, H′ = g, H‴ = g″, and P(μ) = ∫^μ N dε:

F = μn − P(μ) − aτ² g(μ) − bτ⁴ g″(μ) + O(τ⁶).

Expand about ε_F using P′ = N, P″ = g and N(ε_F) = n:

μn − P(μ) = ε_F n − P(ε_F) + nδ − nδ − gδ²/2 + O(δ³).

Integration by parts of E₀ = ∫^(ε_F) εg dε gives E₀ = ε_F n − P(ε_F). The terms linear in δ cancel, so the unknown τ⁴ part of δ does not enter at order τ⁴ and (2) suffices:

F = E₀ − a g τ² − gδ²/2 − aτ² g′δ − bτ⁴ g″ + O(τ⁶),
−gδ²/2 − aτ² g′δ = τ⁴(−a² g′²/(2g) + a² g′²/g) = τ⁴ a² g′²/(2g).

With F₄ = a² g′²/(2g) − b g″ and the factors 1 − p = −3 and 1 − p/2 = −1 for p = 4,

F = E₀ − a g τ² + F₄τ⁴ + O(τ⁶),
E = E₀ + a g τ² − 3F₄τ⁴ + O(τ⁶),
(E + F)/2 = E₀ − F₄τ⁴ + O(τ⁶).   (7)

The average removes the τ² term and leaves a τ⁴ term set by the slope and curvature of g. For a g that is constant near ε_F the coefficient F₄ vanishes.

**(d) The chain**

With site amplitudes c_j and unit spacing, the eigenvalue equation is εc_j = −t(c_{j+1} + c_{j−1}). Inserting c_j = e^(ikj) gives ε_k = −2t cos k for −π < k ≤ π. In an infinite chain the states per site have density 1/(2π) in k for each spin. The states below ε = −2t cos k₀ are those with |k| < k₀, so N = 2·2k₀/(2π) = 2k₀/π, and N = n fixes k_F = πn/2 and ε_F = −2t cos k_F. With dε/dk₀ = 2t sin k₀ = √(4t² − ε²),

g(ε) = (2/π)(4t² − ε²)^(−1/2).

Write D = 4t² − ε², with dD/dε = −2ε. Then g′ = (2/π) ε D^(−3/2) and g″ = (2/π)(D^(−3/2) + 3ε² D^(−5/2)), or at ε_F

g′ = g ε_F/D, g″ = g(D + 3ε_F²)/D².

The ground-state energy is

E₀ = 2∫_{−k_F}^{k_F} (dk/2π)(−2t cos k) = −(4t/π) sin k_F.

With a²/2 = π⁴/72 = 5π⁴/360,

F₄ = (π⁴ g/(360D²)) [5ε_F² − 7D − 21ε_F²] = −(π⁴ g/(360D²)) [7D + 16ε_F²],

and 7D + 16ε_F² = 28t² + 9ε_F², so

−F₄ = π⁴ g (28t² + 9ε_F²)/(360D²).

This is positive at every filling inside the band, so in this model the average approaches E₀ from above as τ → 0. It diverges as D → 0, where the Fermi level nears a band edge and the range of usable τ shrinks to nothing.

For t = 1 eV and n = 1/2, which are round model values, k_F = π/4, ε_F = −√2 eV = −1.414214 eV and D = 2 eV². The Fermi level lies 2 − 1.414214 = 0.585786 eV above the band bottom, which is the nearest edge. Then

g = 2/(π√2) = 0.450158 eV⁻¹,
g′ = 0.450158 × (−1.414214)/2 = −0.318310 eV⁻²,
g″ = 0.450158 × (2 + 6)/4 = 0.900316 eV⁻³,
E₀ = −(4/π) sin(π/4) = −0.900316316 eV per site,
a g = 1.644934 × 0.450158 = 0.740480 eV⁻¹,
−F₄ = 1.894066 × 0.900316 − 1.644934² × 0.318310²/(2 × 0.450158) = 1.705258 − 0.304510 = 1.40075 eV⁻³.

At τ = 0.05 eV, which is T = 580 K, the predictions are

δ = 1.644934 × 0.0025 × 0.318310/0.450158 = 2.908 × 10⁻³ eV,
S = 2 × 0.740480 × 0.05 = 0.074048,
a g τ² = 0.740480 × 0.0025 = 1.8512 × 10⁻³ eV,
−F₄τ⁴ = 1.40075 × 0.05⁴ = 8.755 × 10⁻⁶ eV.

The direct values come from the definitions written as averages over k, namely n = 2⟨f⟩, E = 2⟨ε_k f⟩ and S = 2⟨s⟩, on a uniform midpoint grid of 8192 points, with μ found from the fixed n by Brent's root-finding method. They are δ = 3.002 × 10⁻³ eV, S = 0.074850, τS = 3.74250 × 10⁻³ eV and

E = −0.898434546 eV, F = E − τS = −0.902177046 eV, (E + F)/2 = −0.900305796 eV.

The many digits are kept because the differences from E₀ are wanted. They are E − E₀ = 1.8818 × 10⁻³ eV and F − E₀ = −1.8607 × 10⁻³ eV, opposite in sign and both close to a g τ² in size. Adding the τ⁴ terms of (7) gives (1.8512 + 3 × 0.008755) × 10⁻³ = 1.8775 × 10⁻³ eV for E and −(1.8512 + 0.008755) × 10⁻³ = −1.8600 × 10⁻³ eV for F, each nearer to the direct value. The average lies 1.052 × 10⁻⁵ eV above E₀, which is 177 times closer than F.

The direct values over a range of τ are as follows, all in eV.

τ       E − E₀        F − E₀         a g τ²
0.025   4.645×10⁻⁴    −4.634×10⁻⁴    4.628×10⁻⁴
0.05    1.882×10⁻³    −1.861×10⁻³    1.851×10⁻³
0.1     7.958×10⁻³    −7.587×10⁻³    7.405×10⁻³
0.2     3.121×10⁻²    −3.123×10⁻²    2.962×10⁻²

τ       (E + F)/2 − E₀    −F₄τ⁴
0.025   5.671×10⁻⁷        5.472×10⁻⁷
0.05    1.052×10⁻⁵        8.755×10⁻⁶
0.1     1.853×10⁻⁴        1.401×10⁻⁴
0.2     −7.5×10⁻⁶         2.241×10⁻³

The ratio of the direct residual to −F₄τ⁴ is 5.671/5.472 = 1.04, 10.52/8.755 = 1.20 and 1.853/1.401 = 1.32 in the first three rows, approaching 1 as τ falls. The limit can be sharpened by Richardson extrapolation. If c(τ) = [(E + F)/2 − E₀]/τ⁴ = c₀ + c₁τ² + O(τ⁴), then [4c(τ) − c(2τ)]/3 = c₀ + O(τ⁴). With τ = 0.005 eV the k-sums give c₀ = 1.40073 eV⁻³, against 1.40075 eV⁻³ from the formula.

The last row does not follow the τ⁴ law at all. The residual is negative and smaller in size than at τ = 0.05 eV, while −F₄τ⁴ is positive and about 300 times larger. A change of sign is forced. As τ → ∞ every state has the same occupation n/2, so E → n⟨ε_k⟩ = 0, while S tends to the positive constant 2s at f = n/2. The average E − τS/2 then decreases without bound. Being continuous in τ and above E₀ at small τ, it must cross E₀, and the table places a crossing between 0.1 and 0.2 eV. The small entry at 0.2 eV is thus a value near a zero of the residual and says nothing about the accuracy of the expansion. At that τ the band bottom is within three τ of ε_F, and the condition τ ≪ W of part (a) is not met.

**(e) Self-consistent Mermin-Kohn-Sham theory**

The free-energy functional of orthonormal orbitals φ_i and occupations f_i is

F[φ, f; τ] = Σ f_i ⟨φ_i|T̂ + v_ext|φ_i⟩ + E_int[ρ] − τ Σ s(f_i), ρ = Σ f_i |φ_i|²,

where T̂ is the kinetic operator and E_int (Hartree plus exchange-correlation) has no explicit τ. The solution makes F stationary subject to orthonormality and Σ f_i = fixed. Varying the orbitals gives the Kohn-Sham equations with potential v = v_ext + δE_int/δρ and eigenvalues ε_i. Varying f_i, with multiplier μ and δρ = |φ_i|² δf_i, gives

⟨φ_i|T̂ + v|φ_i⟩ − τ ds/df_i − μ = 0, so ln[(1 − f_i)/f_i] = (ε_i − μ)/τ,

which is the Fermi-Dirac occupation. When τ changes, the orbitals and occupations change within the constraints, and by stationarity this does not alter F to first order. The explicit τ remains:

dF/dτ = −S_s, S_s = Σ s(f_i).

S_s is the entropy of independent electrons in the potential v at temperature τ, so (4) applies with the density of states of that potential. Take a periodic solid, with the self-consistent potential keeping the period of the lattice and the local density of states smooth near ε_F throughout the cell. At fixed potential the density at any point is then an integral of the form (1) over that local density of states, so at fixed electron number it changes by O(τ²), uniformly over the cell. The uniformity is needed for the next step and is not claimed for systems with a surface or a defect. If the linearized self-consistency equation at τ = 0 is nonsingular, the self-consistent potential also changes by O(τ²), and so does the density of states at the Fermi level. Hence S_s = 2a g_KS τ + O(τ³), where g_KS belongs to the τ = 0 potential. Integrating from τ = 0, and using E = F + τS_s,

F = E₀ − a g_KS τ² + O(τ⁴), E = E₀ + a g_KS τ² + O(τ⁴).

The cancellation survives. Here E is the total energy, the first two terms of the functional, and not the sum of eigenvalues. The τ⁴ coefficient is not derived here for this case, since the shift of the potential enters S_s at order τ³. An exchange-correlation functional with explicit τ dependence adds its own derivative to dF/dτ, and the argument above does not cover it.

In the two-site model the density is the pair (n_A, n_B), and differentiating the interaction gives site potentials v_A = Δ + Un_A/2 and v_B = −Δ + Un_B/2. Their mean, U(n_A + n_B)/4, is fixed by the electron number and is absorbed in μ. Their half-difference is

d = Δ + Um/4, m = n_A − n_B.

With amplitudes Ae^(ikj) on A sites and Be^(ikj) on B sites, each site couples to two neighbours of the other kind, giving a 2 × 2 matrix with diagonal (d, −d) and off-diagonal −2t cos k, for |k| < π/2. Its eigenvalues are ±E_k with E_k = √(d² + 4t² cos²k). By the Hellmann-Feynman theorem the weight difference |A|² − |B|² of a state is the derivative of its eigenvalue with respect to d, which is ±d/E_k. With f₊ and f₋ the occupations of the two bands and ⟨ ⟩ the average over k,

m = 2⟨(d/E_k)(f₊ − f₋)⟩, E_band = 2⟨E_k (f₊ − f₋)⟩.

The band energy is the hopping energy plus dm, so the total energy per site is

E = ½[E_band − dm + Δm + (U/4)(n_A² + n_B²)].

For n = 1/2 the cell holds one electron. The lower band holds two and is deepest at k = 0, so at τ = 0 it is filled for |k| < π/4. There m = −2⟨(d/E_k) f₋⟩ decreases as d grows, because d/E_k increases with d. The linearized equation has the coefficient 1 − (U/4)∂m/∂d > 1 and is nonsingular. The slope of the lower band is 4t² sin k cos k/E_k, equal to 2t²/E_k at k = π/4. The zone has length π, there are two spins and two Fermi points, and a cell has two sites, so per site

g_KS = ½ · 2 · 2 · (1/π) · E_k/(2t²) = √(d₀² + 2t²)/(πt²).

Solving the τ = 0 equation for d by root finding, with Gauss-Legendre quadrature over |k| < π/4, gives m = −0.214934, d₀ = 0.5 − 2 × 0.214934/4 = 0.392533 eV and E₀ = −0.802440596 eV per site. Then g_KS = √(0.392533² + 2)/π = 0.467177 eV⁻¹ and a g_KS = 0.768475 eV⁻¹. At τ > 0, d and μ are found by nested root finding on a uniform midpoint k grid. Richardson extrapolation from τ = 0.005 and 0.010 eV gives τ² coefficients of +0.768474 eV⁻¹ for E, −0.768475 eV⁻¹ for F and −0.111 eV⁻¹ for d. The potential does move at order τ², and the coefficients of E and F are nevertheless those fixed by the τ = 0 bands. Doubling τ from 0.005 to 0.010 eV multiplies (E + F)/2 − E₀ by 16.07, close to the factor 2⁴ of a τ⁴ law. At τ = 0.05 eV, E − E₀ = 1.956 × 10⁻³ eV, F − E₀ = −1.932 × 10⁻³ eV, and the average is 1.21 × 10⁻⁵ eV above E₀.

**(f) Two cases without cancellation**

Holding μ = ε_F sets δ = 0 in the steps leading to (3), and nothing removes the g′ term: E − E₀ = aτ²(g + ε_F g′). The entropy (4) is unchanged at leading order, so (E + F)/2 = E − τS/2 gives

(E + F)/2 − E₀ = a ε_F g′ τ² + O(τ⁴).

The electron number has drifted by aτ²g′, and the surviving term is that number times the energy ε_F. Its size therefore depends on the zero of energy, which here is the site energy of the chain. For the quarter-filled chain ε_F g′ = gε_F²/D = g, because ε_F² = D at this filling, so the law gives 1.851 × 10⁻³ eV at τ = 0.05 eV; the k-sum gives 1.939 × 10⁻³ eV. The average is then no nearer to E₀ than F is at fixed n. At fixed μ the cancelling pair is instead, through order τ², Ω = −P(μ) − a g τ² and E − μn = Ω + τS = −P(μ) + a g τ². At half filling the two conditions coincide: g is even in ε and f(x) + f(−x) = 1, so μ = 0 gives n = 1 at every τ.

The ring of 8 sites has k = 2πj/8 and levels −2t (one orbital), −√2 t (two), 0 (two), √2 t (two) and 2t (one). Four electrons fill the lowest orbital with two and leave two for the four spin-orbitals at −√2 t, so for the whole ring E₀ = −4t − 2√2 t = −6.828427 eV. With Fermi-Dirac occupations and the mean number fixed at 4, and with τ far below the gaps to the neighbouring levels, those levels are full or empty up to exponentially small amounts. The fourfold level then has f = 1/2 and s = ln 2. Up to such amounts E = E₀ and S = 4 ln 2 = 2.772589, so

F = E₀ − 4τ ln 2, (E + F)/2 − E₀ = −2τ ln 2.

This is the case p = 1 of the rule after (6), in which the average keeps half of the term. At τ = 0.02 eV the formula gives −0.02 × 2.772589/2 = −0.027726 eV, and a direct sum over the eight levels gives the same figures. The expansion (1) needs a g that is smooth on the scale of τ, which for a finite ring or a finite k grid means a level spacing near ε_F that does not much exceed τ. For quarter-filled periodic rings of L sites (k = 2πj/L) at τ = 0.05 eV, with the average per site measured from E₀ of the infinite chain, 160 sites (spacing about 1.1τ) give 1.052 × 10⁻⁵ eV, the same four figures as the infinite chain, while 80 sites (2.2τ) give 1.37 × 10⁻⁵ eV and 40 sites (4.4τ) give 3.4 × 10⁻⁴ eV. The finite-grid error depends on where the levels fall relative to ε_F: with the shifted grid k = 2π(j + ½)/L the 80-site and 40-site values become 0.73 × 10⁻⁵ eV and −3.1 × 10⁻⁴ eV, while the 160-site value is unchanged to four figures. Useful temperatures thus lie in a window, with τ not much below the level spacing near ε_F and well below the distance W of part (a) to the nearest energy where g is not smooth. In the chain that energy is the band edge, but in two and three dimensions it can be a van Hove singularity inside the band. For the half-filled square lattice, whose band edges are 4t from ε_F, g ≈ (1/(π²t)) ln(16t/|ε|) near ε_F = 0, F contains the term (τ²/(6t)) ln(τ/t), and by (6) the average keeps (E + F)/2 − E₀ ≈ −τ²/(12t), of order τ².
